# Deriving the variable-phase equation for the absolute scattering phase shift: verification in Python

```python
# Calogero variable-phase equation, Rydberg units (E = k^2 Ry, r in bohr).
# Radial equation u'' + [k^2 - l(l+1)/r^2 - V] u = 0; jh = x j_l(x), nh = x y_l(x), x = k r.
# u = a jh - b nh, u'/k = a jh_x - b nh_x, a = A cos(d), b = A sin(d).  Under test:
#   d' = -(V/k) P^2, (ln A)' = -(V/k) P Q, P = cos d jh - sin d nh, Q = sin d jh + cos d nh,
# the regular solution gives the phase of the cut potential and the absolute phase shift.
# Model: V = -2 g Z exp(-r/lam)/r (g = coupling). theta: jh = M sin(theta), nh = -M cos(theta).
import numpy as np, sympy as sp
from math import pi, sqrt, sin, cos, exp, log, atan, tan
from scipy.special import jv, yv, factorial2
from scipy.integrate import solve_ivp, quad
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants

Z, lam, E, rmt, r0, Rinf = 5.0, 1.0, 0.5, 2.5, 1e-5, 30.0
k0 = sqrt(E)
V = lambda r: -2*Z*np.exp(-r/lam)/r

def riccati(l, x):
    f = np.sqrt(pi*x/2)
    return f*jv(l + 0.5, x), f*yv(l + 0.5, x)

def ab(l, k, r, u, up):
    x = k*r
    j, n = riccati(l, x)
    jm, nm = riccati(l - 1, x)
    return u*(nm - l*n/x) - n*up/k, u*(jm - l*j/x) - j*up/k

def start(l, k, r, g=1.0):
    return 2*g*Z*k**(2*l+1)*r**(2*l+2)/((2*l+2)*float(factorial2(2*l+1))**2)

def vpe(l, k, pot, ra, da, rb, lnA=0.0, rtol=1e-11):
    def rhs(r, y):
        j, n = riccati(l, k*r)
        c, s = cos(y[0]), sin(y[0])
        P, Q, w = c*j - s*n, s*j + c*n, pot(r)/k
        return [-w*P*P, -w*P*Q]
    sol = solve_ivp(rhs, (ra, rb), [da, lnA], method='DOP853', rtol=rtol,
                    atol=[1e-60, 1e-12], dense_output=True)
    assert sol.success
    return sol

def regular(l, k, g=1.0, R=Rinf, rtol=1e-11):
    return vpe(l, k, lambda r: g*V(r), r0, start(l, k, r0, g), R, -2*g*Z*r0/(2*l+1), rtol)

def schrod(l, k, g, ra, y0, rb):
    m = len(g)
    rhs = lambda r, y: np.concatenate([y[m:], (l*(l+1)/r**2 + g*V(r) - k*k)*y[:m]])
    sol = solve_ivp(rhs, (ra, rb), y0, method='DOP853', rtol=1e-11, atol=1e-30, dense_output=True)
    assert sol.success
    return sol

def frobenius(l, g):
    return np.concatenate([r0**(l+1)*(1 - g*Z*r0/(l+1)), (l+1)*r0**l - g*Z*(l+2)/(l+1)*r0**(l+1)])

one, zero = np.array([1.0]), np.array([0.0])

def node_phase(l, k, rcut, R):
    """absolute phase from the linear equation: tan(d) at R plus number of nodes of u"""
    inner = schrod(l, k, one, r0, frobenius(l, one), rcut)
    r = np.linspace(r0, rcut, 6001)
    y = inner.sol(r)
    if R > rcut:
        ro = np.linspace(rcut, R, 4001)[1:]
        y = np.hstack([y, schrod(l, k, zero, rcut, inner.y[:, -1], R).sol(ro)])
        r = np.concatenate([r, ro])
    nodes = int(np.sum(y[0, 1:]*y[0, :-1] < 0))
    j, n = riccati(l, k*r)
    theta = np.unwrap(np.arctan2(j, -n))[-1]
    a, b = ab(l, k, R, y[0, -1], y[1, -1])
    principal = atan(b/a)
    return nodes*pi + (theta + principal) % pi - theta, principal, nodes, theta, inner

# symbolic differentiation of a and b along the radial equation
r_, k_, u_, p_, V_, x_ = sp.symbols('r k u p V x')
point = {r_: sp.Rational(7, 5), k_: sp.Rational(3, 7), u_: sp.Rational(2, 3),
         p_: -sp.Rational(9, 4), V_: -sp.Rational(11, 3)}
for l in range(3):
    fj, fn = sp.sin(x_)/x_, -sp.cos(x_)/x_
    for _ in range(l):
        fj, fn = -sp.diff(fj, x_)/x_, -sp.diff(fn, x_)/x_
    J, N = (x_**(l+1)*fj).subs(x_, k_*r_), (x_**(l+1)*fn).subs(x_, k_*r_)
    D = lambda f: sp.diff(f, r_) + p_*sp.diff(f, u_) + (l*(l+1)/r_**2 + V_ - k_**2)*u_*sp.diff(f, p_)
    a_, b_ = (u_*D(N) - N*p_)/k_, (u_*D(J) - J*p_)/k_
    t_ = b_/a_
    for res in [(J*D(N) - N*D(J))/k_ - 1, D(a_) + V_*u_*N/k_, D(b_) + V_*u_*J/k_,
                a_*D(b_) - b_*D(a_) + V_/k_*(a_*J - b_*N)**2,
                a_*D(a_) + b_*D(b_) + V_/k_*(a_*J - b_*N)*(b_*J + a_*N),
                D(t_) + V_/k_*(J - t_*N)**2]:
        assert abs(sp.N(res.subs(point), 40)) < 1e-25

Ry = physical_constants['Rydberg constant times hc in eV'][0]
print(f"Z = {Z:.0f}, lambda = {lam:.1f} bohr, cut radius = {rmt:.1f} bohr")
print(f"E = {E:.2f} Ry = {E*Ry:.4f} eV, k = {k0:.6f} 1/bohr")
print(f"start radius = {r0:.0e} bohr, outer radius = {Rinf:.0f} bohr")

# analytic square well, s wave
V0, aw, kw = 30.0, 1.5, 0.8
K = sqrt(V0 + kw*kw)
exact = atan(kw/K*tan(K*aw)) + pi*round(K*aw/pi) - kw*aw
num = vpe(0, kw, lambda r: -V0, r0, V0*kw*r0**3/3, aw).y[0, -1]
assert abs(num - exact) < 1e-7
print(f"square well depth {V0:.0f} Ry, radius {aw} bohr, k = {kw} 1/bohr, K = {K:.5f} 1/bohr")
print(f"  d0 phase equation = {num:.7f} rad, analytic = {exact:.7f} rad")

radii = [0.25, 0.5, 1.0, rmt, 5.0, 10.0]
print("radii (bohr):", radii)
gs = np.linspace(0, 1, 201)
main = {}
for l in range(3):
    s = regular(l, k0)
    main[l] = s
    dinf = s.y[0, -1]
    dn, principal, nodes, theta, lin = node_phase(l, k0, Rinf, Rinf)
    assert abs(dinf - dn) < 1e-7
    x = k0*Rinf
    assert abs(theta - (x - l*pi/2 + l*(l+1)/(2*x))) < 5e-3
    grid = np.linspace(1e-3, Rinf, 6000)
    a, b = ab(l, k0, grid, *lin.sol(grid))
    curve = np.unwrap(np.arctan2(b, a))
    assert np.all(np.diff(curve) > -1e-9)
    assert np.max(np.abs(curve - s.sol(grid)[0])) < 1e-6
    assert abs(curve[0]/start(l, k0, grid[0]) - 1) < 0.02      # next order is relative O(Z r)
    amp = np.hypot(a, b)*k0**(l+1)/float(factorial2(2*l+1))
    assert np.max(np.abs(amp/np.exp(s.sol(grid)[1]) - 1)) < 1e-6
    dcut = node_phase(l, k0, rmt, 12.0)[0]
    assert abs(dcut - s.sol(rmt)[0]) < 1e-7
    yg = schrod(l, k0, gs, r0, frobenius(l, gs), Rinf).y[:, -1]
    ag, bg = ab(l, k0, Rinf, yg[:len(gs)], yg[len(gs):])
    path = np.unwrap(2*np.arctan(bg/ag))/2
    assert abs(path[0]) < 1e-7 and abs(path[-1] - dinf) < 1e-6
    M2 = lambda r: sum(f*f for f in riccati(l, k0*r))
    bound = quad(lambda r: -V(r)*M2(r), 5.0, 60.0)[0]/k0
    tail = dinf - s.sol(5.0)[0]
    assert 0 < tail <= bound
    print(f"l={l}: start value d(r0) = {start(l, k0, r0):.4e} rad")
    print("  d(r) rad: " + " ".join(f"{s.sol(r)[0]:.5f}" for r in radii))
    print(f"  d(inf) = {dinf:.6f} rad = {np.degrees(dinf):.2f} deg, d/pi = {dinf/pi:.5f}")
    print(f"  arctan(b/a) = {principal:.6f} rad, node count value = {dn:.6f} rad")
    print(f"  nodes = {nodes}, theta(kR) = {theta:.5f} rad, (theta+d)/pi = {(theta+dinf)/pi:.4f}")
    print(f"  cut potential d = {dcut:.6f} rad, coupling continuation d = {path[-1]:.6f} rad")
    print(f"  A(inf)/A(0) = {exp(s.y[1, -1]):.5f}; tail beyond 5 bohr {tail:.5f} <= {bound:.5f} rad")
    if l == 0:
        poles = []
        m = 0
        while (m + 0.5)*pi < dinf:
            rp = brentq(lambda r: s.sol(r)[0] - (m + 0.5)*pi, 1e-3, Rinf, xtol=1e-13)
            ap, bp = ab(0, k0, rp, *lin.sol(rp))
            assert abs(ap/bp) < 1e-6
            poles.append(rp)
            m += 1
        assert poles
        print("  poles of tan d0 at r (bohr): " + " ".join(f"{p:.4f}" for p in poles))
        r1, eps = 0.5, 1e-5
        d1 = s.sol(r1)[0]
        gain = (vpe(0, k0, V, r1, d1 + eps, Rinf).y[0, -1]
                - vpe(0, k0, V, r1, d1 - eps, Rinf).y[0, -1])/(2*eps)
        pred = (np.hypot(*ab(0, k0, r1, *lin.sol(r1)))/np.hypot(a[-1], b[-1]))**2
        assert abs(gain/pred - 1) < 1e-3
        print(f"  error gain from {r1} bohr = {gain:.4f}, A ratio squared = {pred:.4f}")
for k in (0.3, 1.5):
    for l in range(3):
        assert abs(regular(l, k).y[0, -1] - node_phase(l, k, Rinf, Rinf)[0]) < 1e-7

# a different solution for l = 1 that also tends to zero at the origin
dreg = main[1].sol(0.2)[0]
assert dreg + 0.1 < pi
rs = 1e-4
dirr = vpe(1, k0, V, 0.2, dreg + 0.1, rs).y[0, -1]
assert abs(dirr/(k0**3*rs**2/Z) - 1) < 0.01 and dirr > 1e4*main[1].sol(rs)[0]
print(f"l=1 at r = {rs:.0e} bohr: irregular d = {dirr:.4e} rad, k^3 r^2/Z = {k0**3*rs**2/Z:.4e} rad")
print(f"  regular d = {main[1].sol(rs)[0]:.4e} rad")

# bound states by finite differences and Levinson's theorem
def levels(l, h):
    r = h*np.arange(1, int(round(60/h)))
    return eigh_tridiagonal(2/h**2 + l*(l+1)/r**2 + V(r), -np.ones(len(r) - 1)/h**2,
                            eigvals_only=True, select='v', select_range=(-100.0, 0.0))
klow = 0.01
print(f"low k = {klow} 1/bohr")
for l in range(3):
    coarse, fine = levels(l, 0.01), levels(l, 0.005)
    assert len(coarse) == len(fine)
    dl = regular(l, klow).y[0, -1]
    assert abs(dl/pi - len(fine)) < 0.03
    print(f"l={l}: n = {len(fine)}, levels (Ry): " + " ".join(f"{e:.3f}" for e in (4*fine - coarse)/3)
          + f"; d/pi = {dl/pi:.6f}")
    if l == 0:
        u, up = schrod(0, 0.0, one, r0, frobenius(0, one), Rinf).y[:, -1]
        a_zero, a_phase = Rinf - u/up, (len(fine)*pi - dl)/klow
        assert abs(a_zero - a_phase) < 0.01                    # difference is O(k^2)
        print(f"  scattering length: zero energy {a_zero:.4f} bohr, from phase {a_phase:.4f} bohr")

# Born limit: weak coupling and high energy
def born(l, k):
    z = 1 + 1/(2*k*k*lam*lam)
    q0 = 0.5*log((z + 1)/(z - 1))
    return Z/k*[q0, z*q0 - 1, (3*z*z - 1)/2*q0 - 1.5*z][l]
g = 1e-5
for l in range(3):
    integral = quad(lambda r: -V(r)*riccati(l, k0*r)[0]**2, 1e-9, 60.0, limit=200)[0]/k0
    weak = regular(l, k0, g).y[0, -1]/g
    assert abs(integral/born(l, k0) - 1) < 1e-6 and abs(weak/born(l, k0) - 1) < 1e-3
    print(f"l={l}: Born d = {born(l, k0):.5f} rad, d/g at g = {g:.0e}: {weak:.5f} rad")
high = []
for k in (2.0, 10.0, 40.0):
    high.append(regular(0, k, R=20.0, rtol=1e-9).y[0, -1])
    print(f"k = {k:.0f} 1/bohr: d0 = {high[-1]:.4f} rad, Born = {born(0, k):.4f} rad")
assert high[0] > high[1] > high[2] > 0 and abs(high[2] - born(0, 40.0)) < 0.02
print("all tests passed")
```

Running it gives:

```
Z = 5, lambda = 1.0 bohr, cut radius = 2.5 bohr
E = 0.50 Ry = 6.8028 eV, k = 0.707107 1/bohr
start radius = 1e-05 bohr, outer radius = 30 bohr
square well depth 30 Ry, radius 1.5 bohr, k = 0.8 1/bohr, K = 5.53534 1/bohr
  d0 phase equation = 7.9333818 rad, analytic = 7.9333818 rad
radii (bohr): [0.25, 0.5, 1.0, 2.5, 5.0, 10.0]
l=0: start value d(r0) = 3.5355e-10 rad
  d(r) rad: 2.80829 2.84910 3.56758 4.81525 4.97559 4.98069
  d(inf) = 4.980702 rad = 285.37 deg, d/pi = 1.58541
  arctan(b/a) = -1.302483 rad, node count value = 4.980702 rad
  nodes = 8, theta(kR) = 21.21320 rad, (theta+d)/pi = 8.3378
  cut potential d = 4.815250 rad, coupling continuation d = 4.980702 rad
  A(inf)/A(0) = 0.15465; tail beyond 5 bohr 0.00512 <= 0.01624 rad
  poles of tan d0 at r (bohr): 0.1585 1.4388
  error gain from 0.5 bohr = 4.7860, A ratio squared = 4.7860
l=1: start value d(r0) = 9.8209e-22 rad
  d(r) rad: 0.00044 0.00857 0.38815 2.60909 2.73872 2.74841
  d(inf) = 2.748433 rad = 157.47 deg, d/pi = 0.87485
  arctan(b/a) = -0.393159 rad, node count value = 2.748433 rad
  nodes = 7, theta(kR) = 19.68951 rad, (theta+d)/pi = 7.1422
  cut potential d = 2.609094 rad, coupling continuation d = 2.748433 rad
  A(inf)/A(0) = 0.02730; tail beyond 5 bohr 0.00971 <= 0.01723 rad
l=2: start value d(r0) = 1.3095e-33 rad
  d(r) rad: 0.00000 0.00002 0.00076 0.04673 0.19317 0.20934
  d(inf) = 0.209388 rad = 12.00 deg, d/pi = 0.06665
  arctan(b/a) = 0.209388 rad, node count value = 0.209388 rad
  nodes = 5, theta(kR) = 18.21303 rad, (theta+d)/pi = 5.8640
  cut potential d = 0.046726 rad, coupling continuation d = 0.209388 rad
  A(inf)/A(0) = 0.08280; tail beyond 5 bohr 0.01621 <= 0.01979 rad
l=1 at r = 1e-04 bohr: irregular d = 7.0678e-10 rad, k^3 r^2/Z = 7.0711e-10 rad
  regular d = 9.8215e-18 rad
low k = 0.01 1/bohr
l=0: n = 2, levels (Ry): -16.340 -0.605; d/pi = 1.993746
  scattering length: zero energy 1.9647 bohr, from phase 1.9647 bohr
l=1: n = 1, levels (Ry): -0.205; d/pi = 0.999998
l=2: n = 0, levels (Ry): ; d/pi = 0.000000
l=0: Born d = 3.88418 rad, d/g at g = 1e-05: 3.88428 rad
l=1: Born d = 0.69729 rad, d/g at g = 1e-05: 0.69730 rad
l=2: Born d = 0.14979 rad, d/g at g = 1e-05: 0.14979 rad
k = 2 1/bohr: d0 = 3.6375 rad, Born = 3.5415 rad
k = 10 1/bohr: d0 = 1.5112 rad, Born = 1.4985 rad
k = 40 1/bohr: d0 = 0.5484 rad, Born = 0.5478 rad
all tests passed
```
